**Classical and quantum conductance of one phonon branch**

The program tests $G=k_Bf_{\max}$, where $G$ is the classical thermal conductance, $k_B$ the Boltzmann constant and $f_{\max}$ the ordinary frequency at the top of a steadily rising, perfectly transmitted branch. For 10 THz it prints 138.06 pW/K. It asserts that the heat current from Newton's equations for an 800-atom chain agrees with this formula within 1%, and that a chain with a half-strength bond agrees equally well with the transmission found by wave matching. The printed ratios are 1.0000 and 0.6667. Sums over phonon modes with Bose occupations are asserted to match the quantum integral for two branch shapes and two lattice spacings; at 300 K all give 128.95 pW/K. Further assertions cover the high-temperature limit, the series for the quantum correction, a branch that turns downward, and the loss from backscattering. The gold cutoff, the backscattering length and the tops of the other branches are rough inputs, so the results based on them show sizes and do not predict a particular junction.

## Program and output

```python
# Result under test: one perfectly transmitted phonon branch, rising from zero
# to the ordinary frequency f_max, has classical thermal conductance
#     G = k_B * f_max     (138 pW/K for f_max = 10 THz).
# At temperature T the quantum conductance is
#     G(T) = k_B * integral_0^f_max [(y/2)/sinh(y/2)]^2 df,  y = h f/(k_B T).
# k_B: Boltzmann constant, h: Planck constant, f: frequency in cycles/s.
import numpy as np
from scipy import sparse
from scipy.constants import h, hbar, k as k_B
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse.linalg import expm_multiply

f_max = 10e12            # Hz, top of the branch
temperature = 300.0      # K
chain_length = 2.5       # nm
back_length = 100.0      # nm, rough backscattering length
gold_top = 5e12          # Hz, rough top of the gold phonon spectrum
other_top = 5e12         # Hz, rough top of the three other branches
weak_bond = 0.5          # junction spring / chain spring
pW = 1e-12


def weight(y):
    return (0.5 * y / np.sinh(0.5 * y))**2


def conductance(top, temp):
    """Quantum conductance of one perfect branch, W/K."""
    x_top = h * top / (k_B * temp)
    return k_B * top * quad(lambda s: weight(x_top * s), 0, 1)[0]


def zone_sum(shape, spacing, temp, d_temp=1.0):
    """Conductance from right-moving modes of the full zone, W/K.
    shape(q) is f/f_max at q = |k|*spacing/pi between 0 and 1."""
    k_edge = np.linspace(-np.pi / spacing, np.pi / spacing, 40001)
    omega = 2 * np.pi * f_max * shape(np.abs(k_edge) * spacing / np.pi)
    dk = k_edge[1] - k_edge[0]
    velocity = np.diff(omega) / dk
    middle = 0.5 * (omega[1:] + omega[:-1])
    right = velocity > 0
    w, v = middle[right], velocity[right]
    hot = 1 / np.expm1(hbar * w / (k_B * (temp + d_temp / 2)))
    cold = 1 / np.expm1(hbar * w / (k_B * (temp - d_temp / 2)))
    return np.sum(v * hbar * w * (hot - cold)) * dk / (2 * np.pi) / d_temp


def newton_ratio(bond):
    """Steady heat current of a classical chain, left half hot and right
    half cold, divided by k_B*dT*f_top. Mass = spring = k_B*dT = 1.
    State: velocities, then bond stretches times sqrt(spring)."""
    atoms = 800
    junction = atoms // 2 - 1
    springs = np.ones(atoms - 1)
    springs[junction] = bond
    stretch = sparse.diags([-np.ones(atoms - 1), np.ones(atoms - 1)],
                           [0, 1], shape=(atoms - 1, atoms))
    scaled = sparse.diags(np.sqrt(springs)) @ stretch
    motion = sparse.bmat([[None, -scaled.T], [scaled, None]]).tocsr()
    start_temp = np.zeros(2 * atoms - 1)      # variances at time zero
    start_temp[:junction + 1] = 1.0
    start_temp[atoms:atoms + junction] = 1.0
    start_temp[atoms + junction] = 0.5
    rows = np.zeros((2 * atoms - 1, 2))
    rows[atoms + junction, 0] = 1.0           # junction bond
    rows[[junction, junction + 1], 1] = 0.5   # mean velocity beside it
    # motion is antisymmetric: its transpose carries observables back
    rows = expm_multiply(-300.0 * motion, rows)
    currents = []
    for _ in range(8):                        # two periods of the ripple
        currents.append(-np.sqrt(bond)
                        * np.sum(start_temp * rows[:, 0] * rows[:, 1]))
        rows = expm_multiply(-(np.pi / 8) * motion, rows)
    top_frequency = 2.0 / (2 * np.pi)
    return np.mean(currents) / top_frequency


def bond_transmission(phase, bond):
    """Match waves across the junction bond; phase = k*spacing."""
    e = np.exp(1j * phase)
    # unknowns: reflected amplitude, transmitted amplitude
    matrix = np.array([[1 / e - 1 + bond, -bond * e],
                       [bond, e - 1 - bond * e]])
    source = np.array([1 - e - bond, -bond])
    reflected, transmitted = np.linalg.solve(matrix, source)
    assert abs(abs(reflected)**2 + abs(transmitted)**2 - 1) < 1e-8
    return abs(transmitted)**2


# Classical result against Newton's equations
G_classical = k_B * f_max
ratio_perfect = newton_ratio(1.0)
assert abs(ratio_perfect - 1) < 0.01          # finite-time transient
assert round(G_classical / pW) == 138

# Imperfect transmission: wave matching against Newton's equations
ratio_matching = quad(lambda p: bond_transmission(p, weak_bond)
                      * 0.5 * np.cos(p / 2), 0, np.pi)[0]
ratio_weak = newton_ratio(weak_bond)
assert abs(ratio_weak / ratio_matching - 1) < 0.01
assert ratio_matching < 0.98

# Quantum integral against mode sums, for two shapes and two spacings
G_quantum = conductance(f_max, temperature)
G_sine = zone_sum(lambda q: np.sin(np.pi * q / 2), 0.25e-9, temperature)
G_line = zone_sum(lambda q: q, 0.50e-9, temperature)
assert abs(G_sine / G_quantum - 1) < 1e-4
assert abs(G_line / G_quantum - 1) < 1e-4

# Classical limit and its first corrections
G_hot = zone_sum(lambda q: np.sin(np.pi * q / 2), 0.25e-9, 3e4)
assert abs(G_hot / G_classical - 1) < 1e-4
x = h * f_max / (k_B * temperature)
series = 1 - x**2 / 36 + x**4 / 1200
assert abs(series - G_sine / G_classical) < 1e-3   # next term is x^6/42336
assert np.all(weight(np.linspace(1e-3, 30, 3000)) < 1)
T_99 = brentq(lambda t: conductance(f_max, t) / G_classical - 0.99, 300, 3000)

# Branch rising to f_max, then falling to 0.8 f_max at the zone edge
last_angle = np.pi - np.arcsin(0.8)
G_folded = zone_sum(lambda q: np.sin(last_angle * q), 0.25e-9, 3e4)
assert abs(G_folded / (k_B * 12e12) - 1) < 1e-3

# Backscattering: two opposing streams exchange energy along the chain
streams = expm(np.array([[-1.0, 1.0], [-1.0, 1.0]])
               * chain_length / back_length)
returned = -streams[1, 0] / streams[1, 1]     # nothing enters from the right
passed = streams[0, 0] + streams[0, 1] * returned
scatter_factor = back_length / (back_length + chain_length)
assert abs(passed - scatter_factor) < 1e-10

G_gold_classical = k_B * gold_top
G_gold = conductance(gold_top, temperature)
G_others = 3 * conductance(other_top, temperature)

print(f"Boltzmann constant: {k_B:.6e} J/K")
print(f"Planck constant: {h:.8e} J s")
print(f"Branch top: {f_max/1e12:.1f} THz")
print(f"Classical conductance: {G_classical/pW:.2f} pW/K")
print(f"If 10 rad/ps were meant: {k_B*10e12/(2*np.pi)/pW:.2f} pW/K")
print(f"Newton / classical formula, uniform chain: {ratio_perfect:.4f}")
print(f"Newton conductance, uniform chain: "
      f"{ratio_perfect*G_classical/pW:.1f} pW/K")
print(f"Junction bond / chain bond: {weak_bond:.2f}")
print(f"Mean transmission, wave matching: {ratio_matching:.4f}")
print(f"Mean transmission, Newton: {ratio_weak:.4f}")
print(f"Classical conductance, weak bond: "
      f"{ratio_matching*G_classical/pW:.1f} pW/K")
print(f"Temperature h f_max/k_B: {h*f_max/k_B:.1f} K")
print(f"Example temperature: {temperature:.0f} K")
print(f"x = h f_max/(k_B T): {x:.4f}")
print(f"Quantum conductance, integral: {G_quantum/pW:.2f} pW/K")
print(f"Quantum conductance, sine branch sum: {G_sine/pW:.2f} pW/K")
print(f"Quantum conductance, linear branch sum: {G_line/pW:.2f} pW/K")
print(f"Quantum / classical: {G_quantum/G_classical:.4f}")
print(f"Series through x^4: {series:.4f}")
print(f"Temperature for 99% of classical: {T_99:.0f} K")
print(f"Folded branch (10 down to 8 THz), classical: {G_folded/pW:.1f} pW/K")
print(f"Rough gold phonon top: {gold_top/1e12:.1f} THz")
print(f"Gold cutoff, classical: {G_gold_classical/pW:.1f} pW/K")
print(f"Gold cutoff, quantum at 300 K: {G_gold/pW:.1f} pW/K")
print(f"Chain length: {chain_length:.1f} nm")
print(f"Rough backscattering length: {back_length:.0f} nm")
print(f"Backscattering factor: {scatter_factor:.4f}")
print(f"Rough top of three other branches: {other_top/1e12:.1f} THz")
print(f"Three other branches, quantum at 300 K: {G_others/pW:.1f} pW/K")
print("tests ok")
```

Output:

```
Boltzmann constant: 1.380649e-23 J/K
Planck constant: 6.62607015e-34 J s
Branch top: 10.0 THz
Classical conductance: 138.06 pW/K
If 10 rad/ps were meant: 21.97 pW/K
Newton / classical formula, uniform chain: 1.0000
Newton conductance, uniform chain: 138.1 pW/K
Junction bond / chain bond: 0.50
Mean transmission, wave matching: 0.6667
Mean transmission, Newton: 0.6667
Classical conductance, weak bond: 92.0 pW/K
Temperature h f_max/k_B: 479.9 K
Example temperature: 300 K
x = h f_max/(k_B T): 1.5997
Quantum conductance, integral: 128.95 pW/K
Quantum conductance, sine branch sum: 128.95 pW/K
Quantum conductance, linear branch sum: 128.95 pW/K
Quantum / classical: 0.9340
Series through x^4: 0.9344
Temperature for 99% of classical: 796 K
Folded branch (10 down to 8 THz), classical: 165.7 pW/K
Rough gold phonon top: 5.0 THz
Gold cutoff, classical: 69.0 pW/K
Gold cutoff, quantum at 300 K: 67.8 pW/K
Chain length: 2.5 nm
Rough backscattering length: 100 nm
Backscattering factor: 0.9756
Rough top of three other branches: 5.0 THz
Three other branches, quantum at 300 K: 203.5 pW/K
tests ok
```
